# Critical thickness of a buried strained layer with dislocations at both interfaces: verification in Python

```python
"""
Result under test: critical thickness of a strained layer, bare or buried.
  bare layer:    sigma*bx*h = K*ln(2h/r0) + k*be^2*cos(2 theta)/2
  buried layer:  sigma*bx*h = 2*K*ln(h/(r0*sin(theta)))   (pair of lines)
A single line below a cap of thickness H costs the bare-layer energy at
depth H+h; it beats the pair unless H exceeds a crossover thickness.
Symbols: mu shear modulus, nu Poisson ratio, f misfit, sigma layer stress,
b=(bx,by,bs) Burgers vector (bs along the line), be=hypot(bx,by),
theta glide-plane inclination, r0 core radius, k=mu/(4 pi (1-nu)),
K=k*be^2+mu*bs^2/(4 pi).  Solid fills y<0.  Lengths nm, stresses GPa,
energies per length GPa nm^2, converted to eV/nm for printing.
Numerical energies: half the work of the tractions on the slip cut; the free
surface is made by cancelling surface tractions with point loads.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

mu, nu, b_len, r0, misfit = 50.0, 0.3, 0.4, 0.1, 0.01
to_eV_nm = 1e-18 / constants.e      # 1 GPa nm^2 = 1e-18 J/nm
k = mu / (4 * math.pi * (1 - nu))
k_screw = mu / (4 * math.pi)

# Burgers vector of the 60-degree system from crystal directions
axes = np.array([[1, 1, 0], [0, 0, math.sqrt(2)], [1, -1, 0]]) / math.sqrt(2)
burgers = b_len * axes @ (np.array([1, 0, 1]) / math.sqrt(2))
theta = math.atan2(burgers[1], burgers[0])
plane_normal = np.array([-1, -1, 1])
assert abs(plane_normal @ np.array([1, 0, 1])) < 1e-12
assert abs(plane_normal @ np.array([1, -1, 0])) < 1e-12
normal_angle = math.acos(1 / math.sqrt(3))  # between {111} and (001)
assert abs(theta - normal_angle) < 1e-12


def parts(b):
    be2 = b[0]**2 + b[1]**2
    return be2, k * be2 + k_screw * b[2]**2, math.atan2(b[1], b[0])


def energy_single(b, depth, core=r0):
    be2, K, angle = parts(b)
    return K * math.log(2 * depth / core) + k * be2 * math.cos(2 * angle) / 2


def energy_pair(b, h, core=r0):
    _, K, angle = parts(b)
    return 2 * K * math.log(h / (core * math.sin(angle)))


def layer_stress(f):
    return 2 * mu * f * (1 + nu) / (1 - nu)


# ---------- independent numerical energies ----------
def stress(b, dx, dy):
    """Infinite-medium stress of a straight dislocation at the origin."""
    be = math.hypot(b[0], b[1])
    c, s = b[0] / be, b[1] / be
    X, Y = c * dx + s * dy, -s * dx + c * dy
    r2 = X * X + Y * Y
    pre = mu * be / (2 * math.pi * (1 - nu) * r2 * r2)
    s11 = -pre * Y * (3 * X * X + Y * Y)
    s22 = pre * Y * (X * X - Y * Y)
    s12 = pre * X * (X * X - Y * Y)
    xx = c*c*s11 - 2*c*s*s12 + s*s*s22
    yy = s*s*s11 + 2*c*s*s12 + c*c*s22
    xy = c*s*(s11 - s22) + (c*c - s*s)*s12
    q = mu * b[2] / (2 * math.pi * r2)
    return np.array([[xx, xy, -q*dy], [xy, yy, q*dx], [-q*dy, q*dx, 0.0]])


def bulk_work(b, lines, start, s_min, s_max):
    """Integral of b.stress.n along the glide plane, logarithmic variable."""
    angle = math.atan2(b[1], b[0])
    e = np.array([math.cos(angle), math.sin(angle)])
    n = np.array([-e[1], e[0], 0.0])

    def integrand(u):
        s = math.exp(u)
        p = start + s * e
        total = sum(stress(bb, p[0] - q[0], p[1] - q[1]) for bb, q in lines)
        return s * (b @ total @ n)
    return quad(integrand, math.log(s_min), math.log(s_max),
                limit=300, epsabs=1e-9, epsrel=1e-8)[0]


def swept(phi):
    """Antiderivative of the radial force pattern of a surface point load."""
    a, c = phi / 2, math.sin(2 * phi) / 4
    m = math.sin(phi)**2 / 2
    return np.array([[a + c, m, 0], [m, a - c, 0], [0, 0, a]])


def surface_work(b, lines, p_start, p_end):
    """Work on the cut by the loads that clear the surface of traction."""
    scale, centre = -p_start[1], p_start[0]

    def integrand(t):
        x = centre + scale * math.tan(t)
        load = -sum(stress(bb, x - q[0], -q[1])[:, 1] for bb, q in lines)
        turn = (swept(math.atan2(p_end[1], p_end[0] - x))
                - swept(math.atan2(p_start[1], p_start[0] - x)))
        return (2 / math.pi) * (b @ turn @ load) * scale / math.cos(t)**2
    split = math.atan((p_end[0] - centre) / scale)
    return sum(quad(integrand, lo, hi, limit=300, epsabs=1e-10,
                    epsrel=1e-8)[0]
               for lo, hi in ((-math.pi/2, split), (split, math.pi/2)))


def numeric_single(b, depth, core=r0):
    angle = math.atan2(b[1], b[0])
    e = np.array([math.cos(angle), math.sin(angle)])
    pos = np.array([0.0, -depth])
    length = depth / math.sin(angle)
    end = np.array([length * e[0], -0.0])   # -0.0: surface seen from below
    lines = [(b, pos)]
    return 0.5 * (bulk_work(b, lines, pos, core, length)
                  + surface_work(b, lines, pos + core * e, end))


def numeric_pair(b, h, cap=None, core=r0):
    """Returns infinite-medium energy and free-surface correction."""
    angle = math.atan2(b[1], b[0])
    e = np.array([math.cos(angle), math.sin(angle)])
    d = h / math.sin(angle)
    low = np.array([0.0, -((cap if cap is not None else 0.0) + h)])
    high = low + d * e
    lines = [(b, low), (-b, high)]
    bulk = 0.5 * bulk_work(b, lines, low, core, d - core)
    if cap is None:
        return bulk, 0.0
    return bulk, 0.5 * surface_work(b, lines, low + core*e, high - core*e)


# Hooke's law with zero normal stress
lam = 2 * mu * nu / (1 - 2 * nu)
normal_strain = -2 * lam * misfit / (lam + 2 * mu)
hooke = lam * (2 * misfit + normal_strain) + 2 * mu * misfit
sigma = layer_stress(misfit)
assert abs(hooke / sigma - 1) < 1e-12

# Single line below a free surface: several inclinations and characters
worst_single = 0.0
for angle_deg, screw in ((35, 0.0), (60, 0.3), (90, 0.0), (120, 0.2)):
    a = math.radians(angle_deg)
    trial = np.array([0.4 * math.cos(a), 0.4 * math.sin(a), screw])
    num = numeric_single(trial, 10.0, core=1e-3)
    dev = abs(num - energy_single(trial, 10.0, core=1e-3)) / parts(trial)[1]
    worst_single = max(worst_single, dev)
assert worst_single < 1e-3          # finite core radius: order r0/depth

# Pair in an infinite medium
num_pair = numeric_pair(burgers, 10.0, core=1e-3)[0]
assert abs(num_pair - energy_pair(burgers, 10.0, 1e-3)) < 1e-3 * k * b_len**2

# ---------- critical thicknesses ----------
be2, K, _ = parts(burgers)
bx = burgers[0]


def critical_single(f, cap=0.0):
    return brentq(lambda h: layer_stress(f) * bx * h
                  - energy_single(burgers, cap + h), 1.0, 1e7)


def critical_pair(f):
    return brentq(lambda h: layer_stress(f) * bx * h
                  - energy_pair(burgers, h), 2.0, 1e7)


def ratio_estimate(f):
    delta = -math.log(math.sin(theta)) - k*be2*math.cos(2*theta)/(2*K)
    bracket = layer_stress(f) * bx * critical_single(f) / K
    return 2 * (1 + delta / (bracket - 1)), delta, bracket


h_free, h_pair = critical_single(misfit), critical_pair(misfit)
for factor, sign in ((0.97, 1), (1.03, -1)):
    h = factor * h_free
    assert sign * (numeric_single(burgers, h) - sigma * bx * h) > 0
    h = factor * h_pair
    assert sign * (numeric_pair(burgers, h)[0] - sigma * bx * h) > 0
ratio = h_pair / h_free
estimate, delta, bracket = ratio_estimate(misfit)
assert abs(estimate - ratio) < 0.02
ratios = {f: critical_pair(f) / critical_single(f)
          for f in (0.02, 0.01, 0.005, 0.001, 0.0001)}
values = list(ratios.values())
assert all(x > y > 2 for x, y in zip(values, values[1:]))

# ---------- finite cap ----------
exponent = (2 * math.log(h_pair / (r0 * math.sin(theta)))
            - k * be2 * math.cos(2 * theta) / (2 * K))
cap_cross = 0.5 * r0 * math.exp(exponent) - h_pair
for factor, pair_wins in ((0.02, False), (0.5, False), (2.0, True)):
    cap = factor * cap_cross
    pair_total = sum(numeric_pair(burgers, h_pair, cap))
    single_total = numeric_single(burgers, cap + h_pair)
    assert (pair_total < single_total) == pair_wins
corr = {m: numeric_pair(burgers, h_pair, m * h_pair)[1]
        for m in (1, 10, 20, 40)}
assert all(v < 0 for v in corr.values())
assert abs(corr[20] / corr[40] * (20.5 / 40.5)**2 - 1) < 0.02


# ---------- interaction of identical parallel pairs ----------
def pair_interaction(spacing, h):
    d = h / math.sin(theta)
    e = np.array([math.cos(theta), math.sin(theta)])
    n = np.array([-e[1], e[0], 0.0])

    def integrand(s):
        p = np.array([spacing, 0.0]) + s * e
        q = p - d * e
        total = stress(burgers, p[0], p[1]) + stress(-burgers, q[0], q[1])
        return burgers @ total @ n
    return quad(integrand, 0, d, limit=200)[0]


spacings = (0.5, 1, 1.5, 2, 3, 5, 10, 30, 100)
interaction = {m: pair_interaction(m * h_pair, h_pair) for m in spacings}
assert all(v > 0 for v in interaction.values())
s2, c2 = math.sin(theta)**2, math.cos(theta)**2
far = 2 / (s2 * 100**2) * (k * be2 * (s2 - c2 + s2 * (6*c2 - 2*s2))
                           + k_screw * burgers[2]**2 * (s2 - c2))
assert abs(interaction[100] / far - 1) < 0.02

# ---------- output ----------
print(f"shear modulus mu = {mu:.1f} GPa; Poisson ratio = {nu:.2f}")
print(f"Burgers length b = {b_len:.2f} nm; core radius r0 = {r0:.2f} nm")
print(f"misfit f = {100*misfit:.2f} %")
print(f"bx = {bx:.4f} nm; by = {burgers[1]:.4f} nm; bs = {burgers[2]:.4f} nm")
print(f"edge part be = {math.sqrt(be2):.4f} nm")
print(f"glide-plane inclination theta = {math.degrees(theta):.2f} deg")
print(f"layer stress sigma = {sigma:.4f} GPa")
print(f"k*be^2 = {k*be2*to_eV_nm:.4f} eV/nm")
print(f"K = {K*to_eV_nm:.4f} eV/nm")
print(f"released work per layer thickness = {sigma*bx*to_eV_nm:.4f} eV/nm^2")
print(f"K/(sigma*bx) = {K/(sigma*bx):.4f} nm")
print(f"constant/K, bare layer = {k*be2*math.cos(2*theta)/(2*K):.4f}")
print(f"constant/K, halved pair equation = {-math.log(math.sin(theta)):.4f}")
print(f"difference Delta = {delta:.4f}; bracket B = {bracket:.4f}")
print(f"critical thickness, bare layer = {h_free:.2f} nm")
print(f"critical thickness, buried, pair = {h_pair:.2f} nm")
print(f"ratio = {ratio:.4f}; first-order estimate = {estimate:.4f}")
print(f"single-line energy at bare threshold = "
      f"{energy_single(burgers, h_free)*to_eV_nm:.2f} eV/nm")
print(f"pair energy at buried threshold = "
      f"{energy_pair(burgers, h_pair)*to_eV_nm:.2f} eV/nm")
print(f"pair separation at buried threshold = "
      f"{h_pair/math.sin(theta):.2f} nm")
print(f"crossover cap thickness = {cap_cross:.0f} nm"
      f" = {cap_cross/1000:.2f} micrometre")
print(f"rough crossover h^2/(2 r0) = {h_pair**2/(2*r0):.0f} nm")
for cap in (0, 10, 100, 1000, 10000):
    h_one = critical_single(misfit, cap)
    kind = "single" if h_one < h_pair else "pair"
    h_min = min(h_one, h_pair)
    print(f"cap {cap} nm: critical thickness {h_min:.2f} nm ({kind}), "
          f"over bare {h_min/h_free:.3f}")
for f, value in ratios.items():
    print(f"misfit {100*f:.2f} %: bare {critical_single(f):.2f} nm, "
          f"pair {critical_pair(f):.2f} nm, ratio {value:.4f}")
for m in (1, 10):
    print(f"surface correction to pair energy, cap = {m} h: "
          f"{corr[m]*to_eV_nm:.4f} eV/nm")
for m in (1, 10):
    print(f"repulsion of two pairs at spacing {m} h: "
          f"{interaction[m]*to_eV_nm:.4f} eV/nm")
print(f"largest single-line energy deviation / K = {worst_single:.1e}")
print("PASS")
```

It prints:

```
shear modulus mu = 50.0 GPa; Poisson ratio = 0.30
Burgers length b = 0.40 nm; core radius r0 = 0.10 nm
misfit f = 1.00 %
bx = 0.2000 nm; by = 0.2828 nm; bs = 0.2000 nm
edge part be = 0.3464 nm
glide-plane inclination theta = 54.74 deg
layer stress sigma = 1.8571 GPa
k*be^2 = 4.2573 eV/nm
K = 5.2507 eV/nm
released work per layer thickness = 2.3183 eV/nm^2
K/(sigma*bx) = 2.2649 nm
constant/K, bare layer = -0.1351
constant/K, halved pair equation = 0.2027
difference Delta = 0.3379; bracket B = 5.3564
critical thickness, bare layer = 12.13 nm
critical thickness, buried, pair = 26.13 nm
ratio = 2.1538; first-order estimate = 2.1551
single-line energy at bare threshold = 28.12 eV/nm
pair energy at buried threshold = 60.58 eV/nm
pair separation at buried threshold = 32.00 nm
crossover cap thickness = 5835 nm = 5.84 micrometre
rough crossover h^2/(2 r0) = 3414 nm
cap 0 nm: critical thickness 12.13 nm (single), over bare 1.000
cap 10 nm: critical thickness 13.64 nm (single), over bare 1.125
cap 100 nm: critical thickness 17.27 nm (single), over bare 1.424
cap 1000 nm: critical thickness 22.17 nm (single), over bare 1.828
cap 10000 nm: critical thickness 26.13 nm (pair), over bare 2.154
misfit 2.00 %: bare 5.08 nm, pair 11.13 nm, ratio 2.1914
misfit 1.00 %: bare 12.13 nm, pair 26.13 nm, ratio 2.1538
misfit 0.50 %: bare 28.06 nm, pair 59.75 nm, ratio 2.1293
misfit 0.10 %: bare 182.75 nm, pair 382.91 nm, ratio 2.0953
misfit 0.01 %: bare 2411.83 nm, pair 4992.27 nm, ratio 2.0699
surface correction to pair energy, cap = 1 h: -1.4948 eV/nm
surface correction to pair energy, cap = 10 h: -0.0321 eV/nm
repulsion of two pairs at spacing 1 h: 2.9226 eV/nm
repulsion of two pairs at spacing 10 h: 0.1071 eV/nm
largest single-line energy deviation / K = 5.0e-05
PASS
```
